# Space-Charge-Limited Leakage: Deriving and Bounding the Mott-Gurney Law

To estimate the leakage through an interlayer dielectric from a computed carrier mobility, one must decide whether the injecting contact has to be calculated as well. If the contact can supply more carriers than the film can carry, the contact drops out. In a film without traps and with negligible background carriers, the current then follows from the permittivity, mobility, thickness and voltage. If it cannot, the same formula gives too large a current. Metal contacts on good insulators often belong to this second case, because an energy barrier holds the carriers back. The decision rests on one boundary condition, which the drift law and Poisson's equation do not contain.

Take a planar film filling $0<x<L$. Carriers of one sign enter at $x=0$ and leave at $x=L$. Let them be positive; for negative carriers the field is reversed and the magnitudes below are unchanged. There are no traps, no fixed charge, and no injection of the opposite carrier at the far side. The mobility $\mu$ and permittivity $\varepsilon$ are constant, and diffusion is at first neglected. The voltage is the drop in electrostatic potential across the film,

$$V=\phi(0)-\phi(L)=\int_0^L E\,dx>0 .$$

The algebra is in atomic units, where the elementary charge is 1 and the vacuum permittivity is $1/(4\pi)$, so that $\varepsilon=\varepsilon_r/(4\pi)$.

In the steady state the charge density $\rho$ does not change with time. Charge conservation, $\partial\rho/\partial t+\partial J/\partial x=0$, then makes the current density $J$ the same at every $x$. A carrier drifts with velocity $\mu E$, and Gauss's law relates the field to the injected charge:

$$J=\rho\mu E,\qquad \varepsilon\frac{dE}{dx}=\rho .$$

Substituting the second equation into the first removes $\rho$:

$$E\frac{dE}{dx}=\frac{J}{\varepsilon\mu}.$$

The left side is $\tfrac12\,d(E^2)/dx$ and the right side is constant. Integration from the contact to $x$ gives

$$E^2(x)=E_0^2+\frac{2Jx}{\varepsilon\mu},\qquad E_0=E(0).$$

Since $J$ and $\rho$ are positive, $E$ must be positive inside the film, and we take the positive root. The voltage is therefore

$$V=\int_0^L\sqrt{E_0^2+\frac{2Jx}{\varepsilon\mu}}\;dx .$$

This is one equation for two unknowns, $J$ and $E_0$. The integrand grows with both, so at fixed $V$ a larger contact field must go with a smaller current. The largest drift current belongs to the smallest allowed contact field, $E_0=0$.

This is also the condition set by a contact with an ample supply. If the field at such a contact points into the film, it draws in more carriers. Their charge lowers the field at the contact, and the process stops when that field has fallen to zero. A contact with a limited supply stops earlier and leaves $E_0>0$.

With $E_0=0$ the integral is

$$V=\sqrt{\frac{2J}{\varepsilon\mu}}\int_0^L x^{1/2}dx=\frac23\sqrt{\frac{2J}{\varepsilon\mu}}\,L^{3/2}.$$

Squaring gives $V^2=8JL^3/(9\varepsilon\mu)$, and hence the Mott-Gurney law,

$$J_{\rm MG}=\frac{9\,\varepsilon\mu V^2}{8L^3}=\frac{9\,\varepsilon_r\mu V^2}{32\pi L^3}.$$

The second form follows from $\varepsilon=\varepsilon_r/(4\pi)$. The first form also holds in SI units, with $\varepsilon=\varepsilon_r\varepsilon_0$.

The cost of a limited contact can be found in closed form. Measure the contact field and the current by

$$f=\frac{E_0L}{V},\qquad j=\frac{JL^3}{\varepsilon\mu V^2},$$

and put $x=Lu$. Dividing the voltage equation by $V$ gives

$$1=\int_0^1\sqrt{f^2+2ju}\;du=\frac{(f^2+2j)^{3/2}-f^3}{3j}.$$

Thus $(f^2+2j)^{3/2}=3j+f^3$. Both sides are positive, so squaring them is safe:

$$f^6+6f^4j+12f^2j^2+8j^3=9j^2+6f^3j+f^6 .$$

The terms $f^6$ cancel. For a nonzero current we may divide by $j$:

$$8j^2+(12f^2-9)j+6f^4-6f^3=0 .$$

The field cannot fall with $x$, so $V\ge E_0L$ and $f\le1$. For $0<f<1$ the last two terms add up to a negative number. The product of the roots is then negative, and there is one positive root:

$$j=\frac{9-12f^2+\sqrt{81-216f^2+192f^3-48f^4}}{16}.$$

At $f=0$ this gives $j=9/8$. At $f=1$ the square root is 3 and $j=0$: the field is uniform and the film holds no injected charge. For small $f$ the square root is $9-12f^2$ to second order, so $j\simeq 9/8-3f^2/2$. The relative loss of current is then $4f^2/3$, second order in the contact field. A contact field of one tenth of the mean field $V/L$ leaves 0.987 of the Mott-Gurney current, while one half of the mean field leaves 0.718. The contact therefore need not be perfect, but its field must be well below the mean field.

The interior of the film follows by putting $J_{\rm MG}$ back. From $2J_{\rm MG}/(\varepsilon\mu)=9V^2/(4L^3)$,

$$E(x)=\frac{3V}{2L}\sqrt{\frac{x}{L}},\qquad
\rho(x)=\varepsilon\frac{dE}{dx}=\frac{3\varepsilon V}{4L^2}\sqrt{\frac{L}{x}} .$$

The field is 1.5 times its mean value at the collector, and the carriers crowd towards the injecting contact, where they move slowly. Although $\rho$ diverges at $x=0$, the charge per unit area is finite. By Gauss's law it is

$$Q=\varepsilon[E(L)-E(0)]=\frac{3\varepsilon V}{2L}.$$

The time a carrier needs to cross is

$$t_{\rm tr}=\int_0^L\frac{dx}{\mu E}=\frac{2L^{3/2}}{3\mu V}\int_0^L x^{-1/2}dx=\frac{4L^2}{3\mu V}.$$

In the steady state the stored charge is replaced once per transit time, so $J=Q/t_{\rm tr}$, and the two results above do give $9\varepsilon\mu V^2/(8L^3)$. This explains the square of the voltage: one factor of $V$ comes from the amount of charge the film holds, and the other from its speed.

A time-dependent simulation tests these results without using the square-root profile. Thin charged sheets drift in the field given by Gauss's law at fixed voltage, and a new sheet is released when the field at the contact can support its charge. After the initial transient, the current is 1.1233 in units of $\varepsilon\mu V^2/L^3$, against $9/8=1.1250$. The transit time is 1.3324 in units of $L^2/(\mu V)$, against $4/3$. The stored charge is 1.4972 in units of $\varepsilon V/L$, against $3/2$. Each differs from its formula by less than 0.3% of the formula value.

For numbers in eV and Å it helps to use the potential-energy drop $U=eV$, the mobility divided by charge $b=\mu/e$, and $\kappa=\varepsilon/e^2$. The particle flux is then

$$\Gamma=\frac Je=\frac{9\kappa bU^2}{8L^3},\qquad
\kappa=\frac{\varepsilon_r}{4\pi k},\qquad k=\frac{e^2}{4\pi\varepsilon_0}=14.39965\ {\rm eV\,Å}.$$

Take round model parameters: $\varepsilon_r=3$, $L=10^4$ Å, $U=50$ eV and $b=10^{10}$ Å$^2$/(eV s). First,

$$\kappa=\frac{3}{4\pi(14.39965)}=0.016579\ {\rm (eV\,Å)^{-1}},$$

and then

$$\Gamma=\frac{9(0.016579)(10^{10})(50)^2}{8(10^4)^3}=0.466\ {\rm Å^{-2}\,s^{-1}}.$$

Multiplying by the elementary charge and by the $10^{16}$ Å$^2$ in one cm$^2$ gives $J=7.47\times10^{-4}$ A/cm$^2$. The transit time is

$$t_{\rm tr}=\frac{4(10^4)^2}{3(10^{10})(50)}=2.67\times10^{-4}\ {\rm s}.$$

The force on a carrier at the collector is $3U/(2L)=0.0075$ eV/Å, and the carrier density there is $3\kappa U/(4L^2)=6.22\times10^{-9}$ Å$^{-3}$. The product of this density, $b$ and the force returns the flux, as it must. The mean density is twice the collector value, $1.24\times10^{-8}$ Å$^{-3}$.

The mean density also shows how few thermal carriers the film may contain. Suppose that a mobile background charge density $\rho_0$, neutralized by fixed charge, is present before injection. If diffusion from the contacts is neglected, then at low voltage the injected charge is small compared with it, the field is nearly $V/L$, and the current is ohmic, $J=\rho_0\mu V/L$. This equals the Mott-Gurney current when

$$\rho_0\mu\frac VL=\frac{9\varepsilon\mu V^2}{8L^3}
\quad\Longrightarrow\quad V=\frac{8\rho_0L^2}{9\varepsilon}.$$

The change between the two regimes is gradual, and this voltage marks its scale. The quadratic law needs a voltage well above it, or equivalently a background density well below the mean injected density.

Traps change the result in another way. Trapped charge enters Poisson's equation but does not drift. If a fixed fraction $\theta$ of the injected charge is free everywhere, then $\rho_{\rm free}=\theta\varepsilon\,dE/dx$, and the drift law becomes $J=\theta\mu\varepsilon E\,dE/dx$. The whole derivation goes through with $\mu$ replaced by $\theta\mu$. A current that follows $V^2/L^3$ therefore does not prove that the film is free of traps, and a mobility fitted to it may be $\theta\mu$. If $\theta$ or $\mu$ depends on the field, the integration above no longer applies and the powers of $V$ and $L$ can change.

Within this continuum model with constant mobility, the remaining approximation is the neglect of diffusion, and the diverging density shows where it must fail. Let $V_T=k_BT/e$, and use the Einstein relation $D=\mu V_T$ for the diffusion coefficient. The current is then

$$J=\mu\left(\rho E-V_T\frac{d\rho}{dx}\right).$$

In the drift solution $\rho\propto x^{-1/2}$, so $|d\rho/dx|=\rho/(2x)$. The ratio of the neglected term to the drift term is

$$\frac{V_T}{2xE}=\frac{V_T}{3V}\left(\frac Lx\right)^{3/2}.$$

It reaches 1 at $x=L(V_T/3V)^{2/3}$. At 300 K, $k_BT=0.02585$ eV, and the example gives $10^4(0.02585/150)^{2/3}\simeq31$ Å. This is only a rough scale, and it is too small, because it uses the drift profile where that profile fails: in the full solution below, the drift term vanishes at 92 Å. Diffusion thus matters in a thin layer at the contact, and the layer shrinks as the voltage rises.

To find its effect on the current, insert $\rho=\varepsilon\,dE/dx$ and divide by $\varepsilon\mu$:

$$\frac{J}{\varepsilon\mu}=E\frac{dE}{dx}-V_T\frac{d^2E}{dx^2}.$$

Both terms on the right are derivatives, so one integration gives, with a constant $C$,

$$\frac{E^2}{2}-V_T\frac{dE}{dx}=\frac{Jx}{\varepsilon\mu}+C .$$

Define a length $\lambda$ by $\lambda^3=2\varepsilon\mu V_T^2/J$. Write $E=(V_T/\lambda)F$ and $x+C\varepsilon\mu/J=\lambda s$, so that the shift of origin absorbs $C$. Each term on the left acquires the factor $V_T^2/\lambda^2$. Dividing by it leaves $J\lambda^3s/(\varepsilon\mu V_T^2)=2s$ on the right, and therefore

$$\frac{dF}{ds}=\frac{F^2}{2}-2s .$$

Far from the contact the derivative is small and $F\simeq2\sqrt s$, which is the drift solution. With $\ell=L/\lambda$ and $v=V/V_T$, the definition of $\lambda$ gives $J=2\varepsilon\mu V_T^2\ell^3/L^3$, so

$$\frac{J}{J_{\rm MG}}=\frac{16\,\ell^3}{9\,v^2}.$$

If $F=2\sqrt s$ held over the whole film, $v$ would be $\tfrac43\ell^{3/2}$ and the ratio would be 1.

The equation was integrated numerically from a collector with zero carrier density back to a contact with density $10^{-5}$ Å$^{-3}$, about 800 times the mean density found above. For potential-energy drops of 10, 50 and 200 eV, the ratio $J/J_{\rm MG}$ is 1.180, 1.053 and 1.018. In this model the drift law is therefore 5% too low for the example, relative to the drift law itself, and the error shrinks over these three drops. At a fixed contact density this trend cannot continue without limit: at a high enough voltage the contact no longer supplies the current that the drift law requires, and the law then gives too large a current. For the film and contact density used here, this happens only at mean fields above 0.1 V/Å (10 MV/cm), where an interlayer dielectric would already have broken down. The earlier statement that $E_0=0$ gives the largest current refers to drift alone. Diffusion from a dense contact adds to it.

The solution also shows what becomes of the condition $E(0)=0$. The field vanishes not at the contact but inside the film, at 276, 92 and 31 Å for the three drops. At that plane the drift term is zero and diffusion carries the whole current. Between the contact and the plane the field points back towards the contact, and diffusion drives the carriers against it. The Mott-Gurney condition places this plane at $x=0$, which is reasonable when its distance from the contact is small compared with $L$. These distances and ratios belong to the model, not to a real metal contact. The image attraction to the metal, $k/(4\varepsilon_r x)$, is left out, and it amounts to about $0.5\,k_BT$ at 92 Å and $1.5\,k_BT$ at 31 Å. The assumed contact density corresponds to $10^{19}$ cm$^{-3}$, a mean carrier spacing of 46 Å, which is comparable with the layer being described and larger than the Debye length of 6.5 Å there. At the mean field of the example, 0.5 MV/cm, the barrier of a charged trap would be lowered by about $12\,k_BT$, so a constant $\mu$ or $\theta$ cannot be taken for granted in a real dielectric.

Moving the plane does not account for the whole correction. For the 50 eV drop, using the drift law with the thickness reduced by 92 Å would raise the current by the factor $(1-0.0092)^{-3}\simeq1.028$, about half of the excess found. Adding the 0.095 V barrier between contact and plane to the voltage raises this only to 1.032. Beyond the plane diffusion still carries part of the current, so the field rises later than in the drift solution. The asymptote $F\simeq2\sqrt s$ extrapolates to zero at $s=0$, about 170 Å from the contact, and reducing the thickness by that distance gives 1.053.

A quick estimate of the correction for another film uses $\lambda$ with $J$ replaced by $J_{\rm MG}$:

$$\frac{\lambda}{L}\simeq\left(\frac{16V_T^2}{9V^2}\right)^{1/3}.$$

This is 0.023, 0.0078 and 0.0031 for the three drops, and the relative excess current is about six to eight times as large in each case. That factor is read from these three results and holds only for a dense contact. At a contact density of $10^{-6}$ Å$^{-3}$ it is 7.0, 5.6 and 3.0, and at $10^{-7}$ Å$^{-3}$ the ratios $J/J_{\rm MG}$ are 1.124, 1.009 and 0.875, so the correction can change sign. The contact density enters together with $L^2$: at 50 eV and $10^{-5}$ Å$^{-3}$ the excess is 0.9%, 5.3% and 6.0% for $L=10^3$, $10^4$ and $10^5$ Å. Since $\lambda/L$ depends on voltage and temperature but not separately on thickness, a thicker film at the same voltage does not by itself make diffusion negligible.

Thickness does help to identify the mechanism. At fixed voltage, halving $L$ multiplies the Mott-Gurney current by eight. At fixed mean field $V/L$, the current varies as $1/L$, whereas an ohmic film would show no dependence on thickness. A comparison at equal mean field therefore separates these two cases. A current limited by a poor contact can also be nearly independent of thickness, so that result alone does not prove ohmic conduction. Even when the current does vary as $1/L$, the comparison leaves open whether the fitted mobility is $\mu$ or $\theta\mu$, which needs separate knowledge of the traps. The computed values are collected in the numerical output below.

## Computed values

```
SHEET SIMULATION, reduced units (dimensionless)
current: simulation 1.1233, formula 1.1250
transit time: simulation 1.3324, formula 1.3333
stored charge: simulation 1.4972, formula 1.5000
field at collector: simulation 1.4997, formula 1.5000
field at L/4: simulation 0.7501, formula 0.7500
NONZERO CONTACT FIELD
E(0)L/V = 0.1: current/zero-field law = 0.9872
E(0)L/V = 0.5: current/zero-field law = 0.7182
EXAMPLE INPUTS
relative permittivity = 3.0
thickness = 10000 angstrom
potential-energy drop = 50 eV
mobility/charge = 1.0e+10 angstrom^2/(eV s)
temperature = 300 K
thermal energy = 0.02585 eV
contact density = 1.0e-05 angstrom^-3
EXAMPLE RESULTS
e^2/(4 pi eps0) = 14.39965 eV angstrom
eps/e^2 = 0.016579 1/(eV angstrom)
particle flux = 0.4663 angstrom^-2 s^-1
current density = 7.4707e-04 A/cm^2
transit time = 2.6667e-04 s
force at L/4 = 0.00375 eV/angstrom
force at L = 0.00750 eV/angstrom
density at L/4 = 1.2434e-08 angstrom^-3
density at L = 6.2171e-09 angstrom^-3
mean density = 1.2434e-08 angstrom^-3
DRIFT WITH DIFFUSION
drop 10 eV: current/drift law = 1.1803
  zero field at 275.6 angstrom from contact
drop 50 eV: current/drift law = 1.0528
  zero field at 91.9 angstrom from contact
drop 200 eV: current/drift law = 1.0184
  zero field at 31.1 angstrom from contact
```
